When an atom in a solid is moved, its electrons follow it, charge flows between neighbours, and the potential changes everywhere. The change in total energy is a small difference between two large numbers, each of which seems to require its own self-consistent calculation. One would like to keep the old potential of each atom, carry it along with the nucleus, and recompute only the one-electron energies. It is not obvious that this is allowed. The potential does relax at first order in the displacement, and the sum of one-electron energies responds to that relaxation at first order. Andersen's force theorem says that this response is cancelled by the change in the double-counting terms, and that, for atomic spheres of fixed radius, one electrostatic term remains. For cells cut from real space a surface term is added to it.

Hartree atomic units are used, so the electron has charge −1 and potentials are potential energies of an electron. In the atomic-sphere approximation space is replaced by spheres centred on the nuclei. Sphere a has a fixed radius, a nucleus of charge Z_a, a spherical electron density n_a(r) and a spherical potential v_a(r), with r measured from its own centre. Its electron number and net charge are

N_a = ∫ n_a d³r,  q_a = Z_a − N_a.

Let λ denote the positions of the spheres, for instance the displacement of one of them. The one-electron problem depends on the potentials v_a and on the geometry, which enters through the coupling of the orbitals in different spheres (the structure constants). Its occupied energies, for a fixed total number N of electrons, add up to the band energy

B_λ[v] = Σ_i f_i ε_i,  Σ_i f_i = N,

where f_i is the occupation of orbital i. For potentials and densities write

(v,n) = Σ_a ∫ v_a n_a d³r.

All energy other than the kinetic and coupling energy of the electrons is collected in

F_λ[n] = Σ_a F_a[n_a] + E_M,
E_M = ½ Σ_{a≠b} q_a q_b/R_ab,

where R_ab is the distance between centres. Each F_a holds the nuclear attraction, the Hartree energy U_a and the exchange-correlation energy of one sphere:

F_a = −∫ Z_a n_a/r d³r + U_a + ∫ n_a ε_xc(n_a) d³r.

Two assumptions are contained here. Each F_a depends on the density of its own sphere alone, and different spheres interact electrostatically as point charges.

The potential that belongs to a density is the derivative of F. Adding δn_a changes q_a by −∫δn_a, and hence E_M by −Σ_{b≠a}(q_b/R_ab)∫δn_a; the factor ½ has gone because each pair occurs twice in the sum. The derivative of F is therefore

F′_a = −Z_a/r + v_H,a + μ_xc(n_a) + c_a,
c_a = −Σ_{b≠a} q_b/R_ab,

with v_H,a the Hartree potential of the sphere and μ_xc = d(nε_xc)/dn. The constant c_a is the Madelung shift. Self-consistency means v_a = F′_a, constant included.

The band energy has an equally simple derivative. At fixed geometry, first-order perturbation theory gives δε_i = Σ_a ∫ |ψ_i|² δv_a d³r for normalized orbitals, so

δB = Σ_i f_i δε_i + Σ_i ε_i δf_i.

The last sum is zero if there is a gap, because then the occupations do not change. In a metal electrons are exchanged between states at the Fermi energy ε_F, and the sum becomes ε_F Σ_i δf_i = 0, since N is fixed. In both cases

δB = (δv, n_out),

where n_out is the density of the occupied orbitals. This can fail for a finite system with a partly filled degenerate level, where B may have a kink. It also requires that the density fed into F be the derivative of the band energy actually used. If an approximate band method produces a different density, the mismatch leaves a first-order error.

Now consider a functional in which the potential and the density are independent variables:

G_λ[v,n] = B_λ[v] − (v,n) + F_λ[n].

Its change at fixed λ is

δG = (δv, n_out) − (δv, n) − (v, δn) + (F′, δn)
  = (δv, n_out − n) + (F′ − v, δn).

Both brackets vanish at self-consistency, so G is stationary there against separate changes of v and n. Its value there is the total energy, because B − (v, n_out) removes the potential energy from the one-electron sum and leaves the kinetic and coupling energy, to which F adds the rest. The trial density need not contain N electrons: a constant added to v changes G in proportion to N − ∫n, so the electron number is itself fixed by stationarity. This freedom will be used when cells are cut from real space.

Let v(λ), n(λ) be the self-consistent solution at each geometry, and let ṽ(λ), ñ(λ) be any other differentiable pair that coincides with it at λ = 0. By the chain rule, at λ = 0,

dG_λ[ṽ,ñ]/dλ = ∂G/∂λ + (dṽ/dλ, n_out − n) + (F′ − v, dñ/dλ)
  = ∂G/∂λ.

The partial derivative is taken at fixed v and n. The self-consistent path gives the same result, and along that path G = E. Hence

dE/dλ = dG_λ[ṽ,ñ]/dλ  at λ = 0.

The energy slope can be computed along whichever trial path is convenient.

The convenient path here carries each v_a and n_a rigidly with its sphere. As functions of the distance from their own centre they do not change. Then (v,n) is constant, because each of its integrals is taken within one sphere, and every F_a is constant for the same reason. The geometry remains in two places: the coupling inside B and the distances inside E_M. Therefore

δE = δB at frozen v_a + δE_M at frozen q_a,

to first order in the displacements. This is the force theorem in the sphere approximation. The frozen v_a includes the old value of c_a.

To see what has cancelled, follow the self-consistent path and separate the total energy into B and the double-counting part D = F − (v,n). Since ∫ v_H,a n_a d³r = 2U_a, inserting v_a = F′_a gives

D = Σ_a [−U_a − ∫ n_a(μ_xc − ε_xc) d³r − c_a N_a] + E_M.

The nuclear attraction has dropped out, and the Hartree energy, which B counts twice, is subtracted once. Define the potential response

P = (dv/dλ, n).

The band energy changes through the geometry and through the potential, while D changes through E_M, v and n:

dB/dλ = ∂B/∂λ + P,
dD/dλ = ∂E_M/∂λ + (F′, dn/dλ) − (dv/dλ, n) − (v, dn/dλ)
  = ∂E_M/∂λ − P,

because F′ = v. The potential does relax at first order, but its contribution P to the band energy is removed by the double-counting part.

The theorem is limited to first order. At a small nonzero λ write Δv and Δn for the deviations of the trial pair from the self-consistent pair at that λ. The linear terms vanish there too, and the leading error of the frozen energy is

G_λ[ṽ,ñ] − E = ½(Δv, χΔv) − (Δv, Δn) + ½(Δn, KΔn),

with χ = δn_out/δv and K = δ²F/δn². Both deviations are proportional to λ, so the error is proportional to λ². Its sign is not fixed in general. The first term cannot be positive, because B is the minimum over electron states of an expression linear in v and is therefore concave; the last term is positive whenever the Coulomb repulsion in K dominates. The middle term must be counted as well. On the rigid path Δv = KΔn − δc to first order, where δc is the change of the Madelung shifts at frozen charges, so the error becomes ½(Δv, χΔv) − ½(Δn, KΔn) + (δc, Δn). For positive K the first two terms are negative or zero, and only the last can make the frozen energy too high. It does so, for instance, if only the Madelung distances change while the couplings stay fixed: then Δn = χΔv and the error is −½(Δv, χΔv) + ½(Δn, KΔn), which is not negative.

A small model shows the sizes. Four spheres of radius s = 2.5 bohr have their centres on a line at 0, 5, 10.5 and 15.5 bohr, with nuclear charges 3, 1, 3, 1 and eight electrons in all. Each sphere has s-wave radial functions u_a(r) with u_a(0) = 0, governed by −½u″ + v_a u on a grid of 30 points, with zero slope at the surface before coupling. Two spheres at distance R are coupled by the Hamiltonian matrix element −w(R)u_a(s)u_b(s), taken at the outermost grid points, so that an orbital with components u_a and u_b has the coupling energy −2w(R)u_a(s)u_b(s) for that pair. Here

w(R) = 0.2 exp[−(R − 5)] hartree·bohr,

with R in bohr. Exchange is the local −(3/4)(3n/π)^(1/3) per electron, and correlation is left out. The parameters are round numbers and represent no particular substance. Iteration to self-consistency gives the net charges 0.5023, −0.4448, 0.4260 and −0.4834 and a gap of 0.227 hartree, so B is differentiable. The 30-point grid is part of the definition of the model, and the digits quoted belong to it: with 120 points the first charge becomes 0.517, the gap 0.233 hartree and the total slope found below 0.392 instead of 0.379 hartree/bohr.

Let λ be the outward displacement of the last sphere. With the charges frozen, E_M changes only through the distances to that sphere, and since d(1/R)/dλ = −1/R²,

dE_M/dλ = −q_4 [q_1/15.5² + q_2/10.5² + q_3/5²]
  = 0.4834 × (0.00209 − 0.00403 + 0.01704)
  = 0.0073 hartree/bohr.

The slope is positive because the last sphere is pulled back by its oppositely charged neighbour. Diagonalizing again at λ = ±0.002 bohr with unchanged v_a gives the frozen band slope 0.3717 hartree/bohr. The theorem then gives

dE/dλ = 0.3717 + 0.0073 = 0.3790 hartree/bohr,

or 19.5 eV/Å. Full self-consistent calculations at the same two displacements also give 0.3790 hartree/bohr. The pull is large because the chosen coupling is strong: every coupling to the last sphere decays as exp(−λ), with λ in bohr, so the frozen band slope equals minus the coupling energy of that sphere, which is thus −0.3717 hartree.

The self-consistent band energy has a different slope, 0.3039 hartree/bohr, because the potential response is P = −0.0678. The double-counting part has the slope 0.0751, which is 0.0678 from −P and 0.0073 from E_M. The total is again

0.3039 + 0.0751 = 0.3790 hartree/bohr.

The Madelung shifts need care. Suppose that c_a is recomputed for the new distances, with the charges still frozen, and then used in the band calculation. The potential of sphere a moves by the constant dc_a, and by δB = (δv, n_out) the band slope acquires the extra term

Σ_a N_a dc_a/dλ.

It is matched by the term −c_a N_a in D, and must be subtracted if the shifts are updated. In the model it is −0.0387 hartree/bohr and lowers the band slope to 0.3330. Adding the Madelung slope 0.0073 without this subtraction would give 0.3403 instead of 0.3790, an error of 10 per cent of the total slope.

For finite displacements the frozen energy change can be compared with the self-consistent one. At 0.01 bohr the self-consistent change is 3762.5 microhartree and the frozen result is 4.6 too low. At 0.02 bohr the change is 7470.6 and the frozen result is 18.4 too low. Doubling the displacement multiplies the error by 3.98, close to the factor 4 of a quadratic error. At 0.01 bohr the three terms ½(Δv, χΔv), −(Δv, Δn) and ½(Δn, KΔn) are −2.7, −3.3 and +1.3 microhartree. At 0.10 bohr the frozen result is too low by 445 microhartree, or 1.3 per cent of the change of 35286.

The proof used the fact that each sphere keeps its own integration volume when it moves. This also marks its limits. If the radii change, as when a crystal is compressed and the spheres shrink with it, the integration limits in F_a and (v,n) change, and those terms can no longer be dropped. A related difficulty appears even for pure displacements if the spheres are replaced by touching cells cut from real space, with the full density and potential inside. Moving a cell A rigidly by u leaves a gap behind it and an overlap in front. Their volumes are of first order in u, so they cannot be ignored.

The stationary functional handles this case as well. The kinetic operator is now the ordinary one, (v,n) is a single integral over all space, and the exchange-correlation energy is taken in the local-density approximation. Choose a trial pair that is rigidly shifted inside A and unchanged outside. Fill the gap with the values of v and n at the boundary, and in the overlap keep just one of the two competing values. The original functions are continuous across the boundary, so the choice of value matters only at order u in a volume of order u, which is second order.

Let dS be an element of the surface of A, pointing outward. Where u·dS is positive, the trimming removes the volume u·dS; where it is negative, the filling adds the volume −u·dS. Relative to rigid pieces, the integral of any local function g therefore changes by −∮ g u·dS. There are three such contributions to G. The exchange-correlation energy gives

−∮ nε_xc u·dS.

The term −(v,n) carries the opposite sign and gives

+∮ nv u·dS.

For the electrostatic energy, first let the charges of A, nuclei and electrons, move rigidly against all other charges, with the overlap counted twice and the gap left empty. The internal energy of each piece is constant, and their interaction energy changes by an amount δE_es. The correction for the electrons trimmed or added, whose electrostatic potential energy is v_es, is

−∮ nv_es u·dS.

Since v = v_es + μ_xc, the three surface terms add up to

−∮ n(v_es + ε_xc − v) u·dS = −∮ n(ε_xc − μ_xc) u·dS.

The force theorem for cells in real space is therefore

δE = δB + δE_es − ∮ n(ε_xc − μ_xc) u·dS,

where δB is computed with the rigidly shifted potential. The surface term vanishes if the density is negligible on the surface. It also vanishes if the density is constant there, because ∮ u·dS = 0 for a rigid displacement of a closed surface. It vanishes as well if the cell and the density on its surface are symmetric under inversion through the centre of the cell, however strongly the density varies, because opposite surface elements then have the same n and opposite dS. Without such a symmetry, as when a bond is cut on one side only, it generally remains.

A molecule in one dimension shows its size. Take −½d²/dx² for the kinetic energy, the softened Coulomb interaction 1/√(d² + 1) at distance d between all charges, nuclei of charge 3 at −1.2 bohr and charge 1 at 1.3 bohr, and four electrons. Let the exchange energy per electron be ε_xc = −0.5 n^(1/3), a model choice for which μ_xc = (4/3)ε_xc. Cut the molecule at x = 0 and move the right half away. Its boundary there has an outward normal pointing to the left, so u·dS is negative and the surface term contributes +n(ε_xc − μ_xc) to the slope.

The equations are solved on a grid of spacing 0.02 bohr. The right part of the frozen potential is shifted by one grid step in each direction, repeating the value at the cut in one case and dropping it in the other, and the band slope is the difference quotient. It is −0.20224 hartree/bohr. The electrostatic interaction of the two rigid halves has the slope 0.09086. At the cut n = 0.59643 per bohr and ε_xc = −0.42088 hartree, so that

n(ε_xc − μ_xc) = −nε_xc/3 = 0.0837 hartree/bohr.

The complete sum is

−0.20224 + 0.09086 + 0.08368 = −0.02770 hartree/bohr.

Self-consistent energies with the right nucleus moved by ±0.005 bohr give −0.02772. The difference quotient is central, and both it and the electrostatic sums give the point at the cut half weight, as in the trapezoidal rule, so their errors are of second order in the spacing, whose square is 4 × 10⁻⁴ bohr². The coefficient of that error is not determined here, so the difference of 2 × 10⁻⁵ shows agreement within the grid error, not accuracy to five decimals. Without the surface term the slope would be −0.1114, four times too large in magnitude.

The same functional yields the Hellmann–Feynman force. Hold v and n fixed in space while the nucleus moves. Then B, (v,n), the Hartree energy and the exchange-correlation energy are all constant, and only the external potential v_ext and the nuclear repulsion E_NN change:

dE/dλ = ∫ n (∂v_ext/∂λ) dx + dE_NN/dλ.

For the one-dimensional molecule this gives −0.02772 hartree/bohr. The band slope appears in one force expression and is absent from the other, although the force is the same. The division of a force into band and electrostatic parts thus depends on the trial path, and a band term acquires its meaning only together with the rule by which the potential was frozen.
